# Why polarization decay time is half the dwell time of unbiased grains

## The error made by equating two times

Suppose the grains of a ferroelectric memory capacitor stay in one polarization state for 58 days on average. If that dwell time is used as the decay time of the polarization, the forecast after 30 days is $e^{-30/58.06}=0.596$ of the initial value. For unbiased, independent grains that all flip at the same constant rate, the remaining fraction is 0.356. With an initial polarization of 20 μC/cm², the forecast is about 11.9 μC/cm² and the model's value is 7.1 μC/cm².

The number 0.596 does have a meaning: it is the fraction of grains that have never flipped. Polarization measures something else, because flipped grains contribute with the opposite sign.

## The model

A "grain" here is a region that reverses as one unit. It has two states, up and down, with polarization $+P_s$ and $-P_s$. It leaves the up state at rate $k_f$ and the down state at rate $k_b$. The rates are constant and independent of how long the grain has already waited, and grains do not influence one another.

The probability $S$ that a grain has not yet left the up state obeys $dS/dt=-k_fS$, so $S=e^{-k_ft}$. The mean dwell time is the area under this curve:

$$T_{\rm up}=\int_0^\infty e^{-k_ft}\,dt=\frac1{k_f},\qquad T_{\rm down}=\frac1{k_b}.$$

Without bias, $k_f=k_b=k$ and both dwell times equal $T=1/k$.

Let $n_\uparrow$ and $n_\downarrow$ be the fractions of grains in each state, with $n_\uparrow+n_\downarrow=1$. The normalized polarization is $p=n_\uparrow-n_\downarrow$, so $n_\uparrow=(1+p)/2$ and $n_\downarrow=(1-p)/2$. All grains start up, so $p(0)=1$.

## Forward and backward contributions

A forward flip removes one grain from the up population and adds one to the down population. It therefore changes the difference $n_\uparrow-n_\downarrow$ by two units. A backward flip does the reverse:

$$\frac{dp}{dt}=-2k_fn_\uparrow+2k_bn_\downarrow
=\underbrace{-k_f(1+p)}_{\text{forward}}+\underbrace{k_b(1-p)}_{\text{backward}}.$$

Collecting constants and terms in $p$ gives

$$\frac{dp}{dt}=(k_b-k_f)-(k_f+k_b)p.$$

The flows have opposite signs, but their slopes with respect to $p$ have the same sign. As $p$ falls, the forward flow weakens because fewer grains are up, and the backward flow strengthens because more are down. Both changes oppose the fall of $p$. This is why the rates add.

Setting $dp/dt=0$ gives $p_{\rm eq}=(k_b-k_f)/(k_f+k_b)$. Subtracting this constant leaves $d(p-p_{\rm eq})/dt=-(k_f+k_b)(p-p_{\rm eq})$, and hence

$$p(t)=p_{\rm eq}+(1-p_{\rm eq})e^{-(k_f+k_b)t},\qquad
\frac1\tau=\frac1{T_{\rm up}}+\frac1{T_{\rm down}}.$$

For equal rates $p_{\rm eq}=0$, so

$$p(t)=e^{-2kt},\qquad \tau=\frac1{2k}=\frac T2 .$$

**Forward switching alone.** With $k_f=k$ and $k_b=0$, the solution is $p=-1+2e^{-kt}$. Its initial slope is $-2k$, the same as in the unbiased case. Back-switching cannot cause that slope, since no grain is down at $t=0$; the two-unit change per flip causes it.

**Backward switching added.** The end point moves from $p=-1$ to $p=0$. The distance still to be covered falls from 2 to 1 while the initial slope is unchanged, so the relaxation rate doubles. At $t=T/2$ the two-way polarization is 0.368 and the one-way polarization is 0.213. Back-switching thus keeps $p$ higher, although it makes the approach to the end point faster.

## The same factor from flip histories

In the unbiased case a grain is up after an even number of flips and down after an odd number. Flips at constant rate $k$ follow the Poisson distribution, so

$$p=\sum_{n=0}^{\infty}(-1)^n e^{-kt}\frac{(kt)^n}{n!}
=e^{-kt}e^{-kt}=e^{-2kt}.$$

The first factor is the never-flipped fraction $S(t)$. The second comes from the alternating signs. It follows that $p(t)=S(2t)$.

There is also a picture without cancelling signs. Let each grain be reset at rate $2k$, each time to a state chosen at random. Half of the resets leave the state unchanged, so real flips occur at rate $2k\times\tfrac12=k$, as required. After one reset the average polarization is zero. The initial state is remembered only by grains without any reset, whose fraction is $e^{-2kt}$. A random sample built from such resets had a mean dwell time of $0.9997\,T$.

## Worked example

Take a 10 nm hafnia-type film stored at 85 °C. The barrier is $E_a=1.4$ eV, the attempt frequency is $\nu=10^{13}$ s⁻¹, and the thermal energy is $k_B\Theta=0.03086$ eV, with $\Theta$ the absolute temperature. With a thermally activated rate $k=\nu e^{-E_a/k_B\Theta}$,

$$T=\frac{e^{1.4/0.03086}}{10^{13}\ \mathrm{s^{-1}}}\approx5.0\times10^6\ \mathrm s
=58\ \text{days},\qquad \tau=29\ \text{days}.$$

A 10% polarization loss takes $-\tau\ln0.9=3.1$ days. After 30 days the up fraction is $(1+0.356)/2=0.678$. This exceeds the never-flipped fraction, 0.596, because some grains have flipped and returned.

## Contribution of unequal barriers

Let grain $i$ have its own fixed rate $k_i$, equal in both directions. Averaging over grains gives

$$p(t)=\langle e^{-2k_it}\rangle=S(2t),\qquad
\int_0^\infty p\,dt=\left\langle\frac1{2k_i}\right\rangle=\frac{\bar T}{2},$$

where $\bar T$ is the mean dwell time averaged over grains. The factor of two survives in the time scaling and in the area, but $p$ is no longer a single exponential.

For a Gaussian barrier spread of 0.05 eV, the standard deviation of $\ln T_i$ is $s=0.05/0.03086=1.62$. Completing the square in the Gaussian average gives $\bar T/T_{\rm median}=e^{s^2/2}=3.7$. The polarization reaches $1/e$ at $0.16\,\bar T$, well before $0.5\,\bar T$, because a few slow grains raise the mean dwell time. Here $T_{\rm median}$ is the median of the grain means $T_i$, that is, the mean dwell time of a grain with the central barrier; it is not the median of the individual dwell times. The $1/e$ point lies at $0.59\,T_{\rm median}$, slightly later than the $0.5\,T$ of equal grains. Faster grains show in the first part of the decay: at $0.1\,T_{\rm median}$, $p$ is 0.71, against 0.82 for equal grains. In separate simulated samples, $p$ at $0.3\,T_{\rm median}$ was 0.501 and the never-flipped fraction at $0.6\,T_{\rm median}$ was 0.502, in agreement with $p(t)=S(2t)$.

## Contribution of memory in the dwell times

Now let identical grains have a general dwell-time density $f(t)$ with mean $T$ and variance $\sigma^2$, the same for both states. Every grain begins a fresh dwell at $t=0$. After its first flip, at time $t'$, the same process restarts with opposite sign:

$$p(t)=S(t)-\int_0^t f(t')\,p(t-t')\,dt'.$$

Let $A$ be the area under $p$, assumed to converge. Integrating over all $t$ gives $A=T-A$, because $S$ has area $T$ and $f$ has area 1. Thus $A=T/2$ even with memory.

The start matters, however. If the grains have been switching for a long time and those found up are then followed, the first remaining dwell has density $S(t)/T$. Its mean is $\int_0^\infty tS\,dt/T=\langle t^2\rangle/(2T)$, by integration by parts. The later history contributes $-A$, so

$$A_{\rm stationary}=\frac{\sigma^2+T^2}{2T}-\frac T2=\frac{\sigma^2}{2T}.$$

An exponential dwell has $\sigma=T$, and both areas equal $T/2$. For a dwell made of three successive exponential stages, each of mean $T/3$, the variance is $3(T/3)^2=T^2/3$. The fresh-start area remains $0.5\,T$, while the stationary area is $0.167\,T$. The decay is a damped oscillation: after a fresh start $p$ changes sign near $t=T$ and dips to about $-0.14$. Its envelope has a time constant of $0.667\,T$. The exponential law with $\tau=T/2$ therefore rests on memoryless switching.

## Contribution of imprint bias

Let a field $E$ favour the down state, and let $V$ be the switching volume. The energies, $+P_sVE$ for up and $-P_sVE$ for down, differ by $2P_sVE$, so detailed balance requires $k_f/k_b=e^x$ with $x=2P_sVE/(k_B\Theta)$. If the barrier top carries no polarization, the shift divides equally, $k_{f,b}=k\,e^{\pm x/2}$, and

$$k_f+k_b=2k\cosh\frac x2,\qquad p_{\rm eq}=-\tanh\frac x2,\qquad
\frac{\tau}{T_{\rm up}}=\frac{k_f}{k_f+k_b}=\frac1{1+e^{-x}}.$$

The last ratio is $1/2$ at zero bias and approaches 1 at strong bias, where return flips become rare.

With $V=10$ nm³ and $E=0.01$ MV/cm, the relaxation rate rises by 8%, but the equilibrium polarization is already $-0.38$. The end point responds at first order in $x$, the rate at second order. At 0.1 MV/cm the rate is 29 times the unbiased rate, $p_{\rm eq}=-0.999$, and $\tau$ is practically the shorter dwell time itself.

## Contribution of the depolarization field

A thin non-ferroelectric interface layer prevents the electrodes from fully screening the polarization. For a short-circuited stack with film and layer thicknesses $d_f,d_i$ and permittivities $\varepsilon_f,\varepsilon_i$, zero voltage and continuous displacement require

$$E_fd_f+E_id_i=0,\qquad
\varepsilon_0\varepsilon_fE_f+P=\varepsilon_0\varepsilon_iE_i.$$

Inserting $E_i=-E_fd_f/d_i$ gives

$$E_f=-\frac{P}{\varepsilon_0(\varepsilon_f+\varepsilon_id_f/d_i)}.$$

For a 0.5 nm layer and both permittivities equal to 30, the magnitude at $P=P_s$ is 0.36 MV/cm. The thin layer would then carry 20 times this field, 7.2 MV/cm. This exceeds the roughly 4 MV/cm typical of breakdown in thicker oxides with such a permittivity, although the drop across 0.5 nm is only 0.36 V. In a real stack, charge passing through so thin a layer can compensate part of the polarization, so the uncompensated case below is a limit and not a forecast. In a mean-field treatment every grain feels this field multiplied by $p$. With $u=P_sV|E_f|/(k_B\Theta)$ evaluated at $p=1$, the rates are $k_{f,b}=ke^{\pm up}$:

$$\begin{aligned}
\frac{dp}{dt}&=-k\left[(1+p)e^{up}-(1-p)e^{-up}\right]\\
&=-2k\left[\sinh(up)+p\cosh(up)\right].
\end{aligned}$$

For $|up|\ll1$ this becomes $-2k(1+u)p$. Here $u=14.5$, so even the final decay is 15.5 times faster than in the uncoupled model. Starting from $p=1$, the polarization reaches $1/e$ in 0.32 h instead of 29 days. These values overstate the feedback, because the field includes the part made by the region's own bound charge, whose energy is the same in both states. For a column of 1 nm² cross-section through the film that part is about 36%; without it $u\approx9.4$ and the $1/e$ time is about 3 h. To keep the increase of the small-$p$ rate to 10%, the residual field must be no more than 0.7% of its uncompensated value.

## Weight of these effects in a real capacitor

The film thickness, polarization and storage temperature are in the usual range for hafnia capacitors. The barrier and attempt frequency are rough model values. The volume was chosen so that a linear estimate of the field removing the barrier, $E_a/(P_sV)=1.1$ MV/cm, has the rough size of a hafnia coercive field. At the same barrier per volume, a whole 10 nm cube would have a barrier of 140 eV and would not reverse thermally as one unit. The example therefore concerns small switching regions, and for these independence is an assumption that the parameters do not support. With permittivity 30 and unscreened bound charge, reversing a compact 10 nm³ region in mid-film costs about 6 eV, more than the barrier, and adjacent regions couple by about 0.75 eV, or $24\,k_B\Theta$. A 1 nm² column spanning the film between ideal electrodes avoids this charge but has about 35 nm² of domain wall. Real reversal can also involve nucleation and moving domain walls, which couple the regions further.

Judged by the time $p$ takes to fall from 1 to $1/e$, the limiting case of an uncompensated depolarization field has the largest effect among those estimated here (0.32 h, or about 3 h without the region's own field), followed by an imprint field of 0.1 MV/cm (about 9 h), a plausible size in practice. Both estimates use a linear barrier shift and are rough: at $p=1$ the depolarization shift is $14.5\times0.03086\approx0.45$ eV, about a third of the barrier. The exponential half-dwell law thus requires a well-compensated capacitor with negligible imprint, non-interacting regions, memoryless switching and nearly equal barriers. It is not a general retention forecast. In the unbiased model, temperature changes $T$ but not the ratio $\tau/T$: at 25 °C the same barrier gives a dwell time of roughly 1500 years, and the decay time is still half of it. The remaining values are in the numerical output.

## Computed values

```
INPUTS (rough typical or model values)
Storage temperature: 358.15 K
Switching barrier: 1.40 eV
Attempt frequency: 1.0e+13 1/s
Saturated polarization: 20.0 uC/cm2
Switching volume: 10.0 nm3
Film thickness: 10.0 nm
Interface thickness: 0.5 nm
Film relative permittivity: 30
Interface relative permittivity: 30
UNBIASED EXAMPLE
Thermal energy: 0.03086 eV
Mean dwell time: 5.016e+06 s = 58.06 days
Polarization decay time: 29.03 days
Decay time / dwell time: 0.500
Time to lose 10% polarization: 3.06 days
Storage interval: 30 days
Normalized polarization after storage: 0.3558
Polarization after storage: 7.12 uC/cm2
Never-flipped fraction after storage: 0.5965
Up fraction after storage: 0.6779
COMPARISONS
Two-way p at half a dwell: 0.3679
One-way p at half a dwell: 0.2131
Reset-picture mean dwell / T: 0.9997
Three-stage fresh-start area / T: 0.5000
Three-stage stationary area / T: 0.1667
Three-stage envelope time / T: 0.6667
BARRIER SPREAD
Barrier standard deviation: 0.050 eV
Mean dwell / median dwell: 3.715
Area under p / mean dwell: 0.5000
1/e time of p / mean dwell: 0.1601
Simulated p at 0.3 median dwell: 0.5011
Simulated never-flipped at 0.6: 0.5018
NEGLECTED EFFECTS
Bias field: 0.01 MV/cm
  Relaxation rate / unbiased rate: 1.083
  Equilibrium p: -0.3838
  Decay time / shorter dwell: 0.6919
Bias field: 0.10 MV/cm
  Relaxation rate / unbiased rate: 28.555
  Equilibrium p: -0.9994
  Decay time / shorter dwell: 0.9997
Depolarization field: 0.359 MV/cm
Feedback strength u: 14.50
Small-p rate / unbiased rate: 15.50
Uncompensated 1/e time from p=1: 0.323 h
Residual field for 10% rate rise: 0.69 %
Linear barrier-removal field: 1.12 MV/cm
Barrier scaled to 10 nm cube: 140 eV
Leading tunnelling rate factor: 1.075
Mean dwell at 298.15 K: 1465 years
```
